\section*{Azulene contacted at carbons 1 and 3: why zero-energy transmission survives}

\section*{Question}

I am working on interference in single-molecule conductors with the H\"uckel model: one $p$ orbital per carbon, equal on-site energies, nearest-neighbour hopping. For benzene and naphthalene I use a parity rule. If the two contacted carbons are an even number of bonds apart, the transmission at the on-site energy is zero.

Now I have azulene, a five-membered and a seven-membered ring sharing one bond, with contacts on carbons 1 and 3. They are two bonds apart, through carbon 2, so I expected zero. The exercise says that the transmission is nonzero ``because the omitted seven-membered ring has a nonzero determinant''. I do not see what is omitted from what, or why a determinant of atoms that the electron does \emph{not} visit should matter. There are also longer routes from 1 to 3 around the molecule. Why do they not cancel the short one? And does the conclusion survive once the leads are attached?

\section*{Answer}

The determinant appears when the Green function is written as a sum over paths. The exercise's reason is correct but incomplete: the longer paths must also not cancel the short one. Here they contribute nothing at all. The sum is divided by the determinant of the whole molecule, which is nonzero here, so the Green function of the isolated molecule is finite.

\subsection*{Model and conventions}

Going round the perimeter, label the atoms 1, 2, 3, 3a, 4, 5, 6, 7, 8, 8a. Neighbours in this list are bonded, 8a is bonded to 1, and the bridge bond 3a--8a divides the perimeter into two rings. The five-ring is 1, 2, 3, 3a, 8a; the seven-ring is 3a, 4, 5, 6, 7, 8, 8a.

Measure energy from the carbon on-site level and write $H=-tA$, with $t>0$ and $A$ the adjacency matrix. Define
\begin{equation}
M=E-H=E+tA,\qquad G=M^{-1}.
\end{equation}
Thus $M$ has $E$ on the diagonal and $+t$ for each bond. $G$ belongs to the isolated molecule; the leads come later.

\subsection*{Where the omitted atoms come from}

By the cofactor formula, $G_{13}$ is the cofactor of the entry $M_{31}$ divided by $\det M$. That cofactor is the coefficient of $M_{31}$ in
\begin{equation}
\det M=\sum_\pi \mathrm{sgn}(\pi)\prod_k M_{k,\pi(k)},
\end{equation}
with all entries treated as independent. We therefore need the permutations that send 3 to 1. In each of them, the cycle containing 3 runs $3\to1\to\dots\to3$. Without its first step it is a path $P$ from 1 to 3 that visits no atom twice. If $P$ has $|P|$ bonds, the cycle has $|P|+1$ atoms and sign $(-1)^{|P|}$. The atoms off the path are permuted among themselves in every possible way, and the sum over those permutations is their own determinant. Hence
\begin{equation}
G_{13}=\frac{1}{\det M}\sum_P(-1)^{|P|}\Big(\prod_{\text{bonds of }P}M_{jk}\Big)\det M_{\text{off }P}.
\label{paths}
\end{equation}
This holds at any energy where $\det M\neq0$. The unvisited atoms matter because $G$ includes all excursions off the direct path, and the determinants sum them up.

\subsection*{The three paths at zero energy}

From atom 1 one can step to 2, and then must go to 3. Or one can step to 8a, and from there either cross the bridge to 3a or go round through 8, 7, 6, 5, 4 to 3a; both routes end at 3. The paths are
\begin{itemize}
\item 1-2-3: two bonds, omits the whole seven-ring;
\item 1-8a-3a-3: three bonds, omits atom 2 and the chain 4 to 8;
\item 1-8a-8-7-6-5-4-3a-3: eight bonds, omits atom 2.
\end{itemize}

At $E=0$ the diagonal of $M$ vanishes. In the second and third cases atom 2 has lost both neighbours, so its row in the omitted matrix is zero and the determinant vanishes. The long routes do not cancel the short one, because each of them strands atom 2.

For the seven-ring, a permutation contributes only if every atom moves along a bond. It then consists of exchanged neighbouring pairs and cycles around closed rings. Seven atoms cannot all be paired, so only the two cycles around the full ring remain, one in each direction. A seven-cycle has sign $(-1)^6=+1$, so
\begin{equation}
\det M_7=2t^7 .
\end{equation}

The same counting gives the denominator. The closed rings in azulene have 5, 7 or 10 atoms.
\begin{itemize}
\item A cycle on the five-ring leaves the chain 4 to 8, which has five atoms and cannot be paired.
\item A cycle on the seven-ring leaves 1, 2, 3, which cannot be paired either.
\item The ten-atom perimeter can be traversed in two directions, each with sign $(-1)^9=-1$. This gives $-2t^{10}$.
\item Complete pairings cannot use the bridge, because it would leave chains of three and five atoms. The two alternating pairings of the perimeter remain, each with five exchanges and sign $(-1)^5=-1$. This gives another $-2t^{10}$.
\end{itemize}
So $\det M=-4t^{10}$, and Eq.~(\ref{paths}) becomes
\begin{equation}
G_{13}(0)=\frac{(+1)\,t^2\,(2t^7)}{-4t^{10}}=-\frac{1}{2t}.
\label{g13}
\end{equation}

\subsection*{Why the parity rule does not apply}

The rule needs a molecule whose atoms split into two sets, with bonds only between the sets. Then $M$ at $E=0$ connects only opposite sets. If it is invertible, so does its inverse, and $G$ vanishes between two atoms of the same set. An odd ring makes such a division impossible, and azulene has two.

Naphthalene is a useful control: keep the ten-atom perimeter and move the bridge so that it makes two six-rings. The path 1-2-3 now omits a six-ring with one extra atom attached. These seven atoms split into sets of unequal size, so they can be neither paired nor covered by even cycles, and their determinant is zero. The other paths again strand atom 2. The full determinant is nonzero: three pairings give $-3t^{10}$, the perimeter cycles $-2t^{10}$, and a cycle on either six-ring with the other four atoms paired gives $-4t^{10}$, in total $-9t^{10}$. Hence $G_{13}(0)=0$ in naphthalene.

One can also open the seven-ring gradually. Let the bridge hopping be $rt$, with all other hoppings fixed. Each seven-ring cycle crosses the bridge once, so $\det M_7=2rt^7$. No term in the full determinant used the bridge, so $\det M$ stays at $-4t^{10}$. Therefore
\begin{equation}
G_{13}(0)=-\frac{r}{2t}.
\end{equation}
At $r=0$ the seven-ring is open and the zero returns. The path 1-2-3 is still there; what has changed is the determinant of the atoms it omits.

\subsection*{How robust is it?}

Let all bonds have different positive hoppings. Call $p$ and $q$ the products of the hoppings over the two sets of alternate perimeter bonds. The pairings contribute $-p^2-q^2$, since each exchange uses its bond twice. The two perimeter cycles contribute $-2pq$. With $R_7$ the product of the hoppings around the seven-ring,
\begin{equation}
G_{13}(0)=-\frac{2\,t_{12}t_{23}R_7}{(p+q)^2}.
\end{equation}
This cannot vanish, so bond-length alternation alone does not restore the zero.

Unequal on-site energies can. Return to equal hoppings and give atom 2 an on-site energy $\varepsilon$, so that $M_{22}=-\varepsilon$ at $E=0$. The first path is unchanged. The second still vanishes, because it also omits a five-atom chain, whose determinant is zero. The third now contributes $(+1)t^8(-\varepsilon)$. The denominator could gain $-\varepsilon$ times the determinant of the molecule without atom 2. There, atoms 1 and 3 each have one neighbour and must be exchanged with 8a and 3a, which leaves the five-atom chain and gives zero. Thus
\begin{equation}
G_{13}(0)=\frac{2t^9-\varepsilon t^8}{-4t^{10}}
=-\frac{1}{2t}\left(1-\frac{\varepsilon}{2t}\right).
\end{equation}
The two surviving paths cancel at $\varepsilon=2t$. A smaller shift changes the size of the transmission without removing it.

\subsection*{Attaching the leads}

Attach one single-channel lead to atom 1 and one to atom 3. In the wide-band approximation each adds an energy-independent self-energy $\Sigma=-i\Gamma/2$ to its atom. With $\mathcal G$ the Green function of the connected molecule, the transmission per spin is
\begin{equation}
T=\Gamma^2|\mathcal G_{13}|^2 .
\end{equation}

We also need $G_{11}(0)$, which is the determinant without atom 1 divided by $\det M$. With atom 1 gone, atom 2 has only atom 3 as a neighbour and must be exchanged with it. This gives a factor $-t^2$ and leaves the seven-ring:
\begin{equation}
G_{11}(0)=\frac{-t^2(2rt^7)}{-4t^{10}}=\frac{r}{2t}\equiv g .
\end{equation}
By mirror symmetry $G_{33}(0)=g$, and above we found $G_{13}(0)=-g$. On the two contact atoms the bare Green function is therefore
\begin{equation}
G_c=gK,\qquad K=\begin{pmatrix}1&-1\\-1&1\end{pmatrix},\qquad K^2=2K .
\end{equation}
This matrix has no inverse, so use the Dyson equation as $\mathcal G_c=(1-\Sigma G_c)^{-1}G_c$. Since
\begin{equation}
(1-\Sigma gK)K=K-2\Sigma gK=(1-2\Sigma g)K ,
\end{equation}
applying the inverse to $gK$ gives
\begin{equation}
\mathcal G_c=\frac{gK}{1-2\Sigma g}=\frac{gK}{1+i\Gamma g}.
\end{equation}
Its off-diagonal element is $-g/(1+i\Gamma g)$, and so
\begin{equation}
T(0)=\frac{s^2}{1+s^2},\qquad s=\Gamma g=\frac{\Gamma r}{2t}.
\end{equation}
For equal hoppings, $r=1$,
\begin{equation}
\boxed{T(0)=\frac{\Gamma^2}{4t^2+\Gamma^2}} .
\end{equation}

For weak contacts, $\Gamma\ll2t$, this is $T\simeq\Gamma^2/4t^2$: off-resonant tunnelling, quadratic in the contact width. For $\Gamma\gg2t$ the formula tends to one. The reason lies in $K$. The amplitudes for scattering between the two leads form the matrix $1-i\Gamma\mathcal G_c$, whose off-diagonal element has the squared size $T$ given above. The in-phase combination of atoms 1 and 3 has eigenvalue 0 and is reflected with amplitude $1$. The out-of-phase combination has eigenvalue 2 and amplitude $1-i\Gamma\,2g/(1+i\Gamma g)=(1-is)/(1+is)$, which tends to $-1$. Half the difference of the two amplitudes is the transmission amplitude, so its size tends to one. That limit relies on the self-energy being purely imaginary; with $\Sigma=\Delta-i\Gamma/2$ the same steps give $T=\Gamma^2g^2/[(1-2\Delta g)^2+\Gamma^2g^2]$. A real part $\Delta=c\Gamma$ therefore lowers the large-$\Gamma$ limit to $1/(1+4c^2)$, although $T$ still reaches one at the single point $2\Delta g=1$. In any case, a contact that strong would reshape the molecule's electronic structure.

\subsection*{Where the zeros are instead}

Set $x=-E/t$, so that $M=-t(x-A)$ and $G=-(x-A)^{-1}/t$. In the path expansion of $(x-A)^{-1}$ each bond contributes $-1$, which cancels $(-1)^{|P|}$. All three paths then enter with a plus sign, and the numerator is
\begin{equation}
N(x)=R(x)+x\,L_5(x)+x .
\end{equation}
Here $L_n$ is the determinant of $x-A$ for an $n$-atom chain, with $L_0=1$, $L_1=x$ and $L_n=xL_{n-1}-L_{n-2}$. This gives $L_5=x^5-4x^3+3x$ and $L_7=x^7-6x^5+10x^3-4x$. Closing the seven-atom chain adds $-L_5$ when the closing bond is used as a pair, and $-2$ from the two full cycles, so
\begin{equation}
R=L_7-L_5-2=x^7-7x^5+14x^3-7x-2 .
\end{equation}
Adding the terms,
\begin{equation}
N=x^7+x^6-7x^5-4x^4+14x^3+3x^2-6x-2 .
\end{equation}
At $x=0$ only the ring's $-2$ survives. Near zero energy $N\simeq-2-6x=-2+6E/t$, so the numerator shrinks in size for $E>0$ and grows for $E<0$.

\subsection*{Numbers}

Take $t=2.5$~eV and $\Gamma=0.20$~eV. Then $s=0.20/5.0=0.040$ and
\begin{equation}
T(0)=\frac{0.0016}{1.0016}=1.60\times10^{-3}.
\end{equation}
Multiplied by $2e^2/h=7.75\times10^4$~nS, this is a conductance of 124~nS.

Diagonalizing $H$ puts the highest occupied level at $-1.19$~eV and the lowest empty level at $1.00$~eV. Zero energy is inside the gap but not at its middle, which is at $-0.10$~eV, where $T=1.9\times10^{-3}$. The roots of $N$ nearest to zero energy lie at 1.11 and 1.18~eV, just above the lowest empty level, and the first one below is at $-2.50$~eV. The H\"uckel gap therefore contains no transmission zero.

The other parameters being fixed, the neglected effects have these sizes:
\begin{itemize}
\item \emph{Weaker bridge.} For $r=0.8$, $T(0)=1.02\times10^{-3}$, close to $r^2=0.64$ times the value for equal hoppings.
\item \emph{Second neighbours.} Adding matrix elements of $-0.10$~eV between all second neighbours gives $2.6\times10^{-3}$; $+0.10$~eV gives $0.99\times10^{-3}$.
\item \emph{Fermi level.} $T=5.5\times10^{-3}$ at $E=-0.5$~eV and $0.65\times10^{-3}$ at $+0.5$~eV.
\item \emph{Temperature.} Averaging $T(E)$ numerically with the thermal weight $-\partial f/\partial E$ at 300~K, with the Fermi level at $E=0$, raises the result by 0.6 per cent.
\end{itemize}

Electron repulsion matters far more. To size it, I used restricted Hartree--Fock for the Pariser--Parr--Pople model, with the same $t$ and $\Gamma$. With density matrix $P$ and populations $q_i=P_{ii}$, the effective Hamiltonian is
\begin{align}
F_{ii}&=\tfrac12U(q_i-1)+\sum_{j\ne i}\gamma_{ij}(q_j-1),\\
F_{ij}&=-tA_{ij}-\tfrac12P_{ij}\gamma_{ij}\quad(i\ne j),
\end{align}
with the Ohno interaction $\gamma_{ij}=U/\sqrt{1+(4\pi\epsilon_0UR_{ij}/e^2)^2}$, where $U$ is in joules in the root. I took $U=11$~eV and regular rings with 0.140~nm bonds, and iterated $P$ to self-consistency.

The frontier levels move to $-3.8$ and 3.5~eV, and $T(0)$ falls to $4.9\times10^{-5}$, about 3 per cent of the H\"uckel value. It is still nonzero. But two transmission zeros now lie inside the gap, at 2.2 and 3.5~eV, the second barely below the lowest empty level. So whether the gap contains zeros depends on the model and its parameters, and the H\"uckel result should not be taken as a property of azulene itself.

\subsection*{What this says about a real junction}

The chosen $t$ is a rough typical value for conjugated carbon, and a contact width of some tenths of an electronvolt is a rough value for a fairly well-coupled molecule between metal electrodes. If the molecule is attached through linker groups, they add their own tunnelling resistance, which is absent here. The metal also sets the Fermi level, which need not sit at the carbon on-site energy. Of the changes given numbers in the previous section, adding electron repulsion has the largest effect: a factor of about 30 in $T(0)$ for $U=11$~eV and unchanged $t$, part of which comes from the wider gap. A Fermi level close to a frontier level could matter even more. The Hartree--Fock figure is itself only an estimate, since it omits correlation and screening by the electrodes. The 124~nS is thus the model's conductance, not a forecast for a device. What the calculation establishes is that the parity rule gives no reason to expect a zero at $E=0$ for this pair of contacts.
